# Tunnel splitting of the quartic double well from a kink gas

## Problem

A particle of mass $m$ moves in one dimension in the potential

$$V(x)=\frac{m\omega^2}{8a^2}\,(x^2-a^2)^2 .$$

Its minima lie at $x=\pm a$, the curvature at each is $V''(\pm a)=m\omega^2$, and the barrier between them has height $V(0)=m\omega^2a^2/8$. Let

$$S=\int_{-a}^{a}\sqrt{2mV(x)}\,dx .$$

Find the splitting $\Delta=E_1-E_0$ of the two lowest levels to leading order for $S/\hbar\to\infty$, including the numerical prefactor. Compare the result with diagonalisation of the Hamiltonian.

## A tempting solution

In imaginary time $\tau$ the particle crosses the barrier along a path called a kink, which has action $S$. Summing over paths with any number of crossings gives $\Delta=2\hbar K e^{-S/\hbar}$, with

$$K=\sqrt{\frac{S}{2\pi\hbar}}\left(\frac{\det{}'M}{\det M_0}\right)^{-1/2}. \qquad (1)$$

Here $M_0=-d^2/d\tau^2+\omega^2$ governs small fluctuations about a minimum, and

$$M=-\frac{d^2}{d\tau^2}+\omega^2-\frac32\,\omega^2\,\mathrm{sech}^2\frac{\omega\tau}{2}$$

governs those about the kink. The prime means that the zero eigenvalue of $M$ is omitted. These statements are correct and are derived below. What remains is the ratio of determinants.

The operator $M$ has two discrete eigenvalues, $0$ and $\tfrac34\omega^2$, and a continuum starting at $\omega^2$. The continuum of $M_0$ covers the same range. The potential well in $M$ is of Pöschl–Teller type and reflects no waves, so it seems that the two continua cancel. The two discrete modes of $M$ must then be matched by two modes of $M_0$, and these are taken from the bottom of its continuum, at $\omega^2$ each:

$$\frac{\det{}'M}{\det M_0}\overset{?}{=}\frac{\tfrac34\omega^2}{\omega^2\cdot\omega^2}=\frac{3}{4\omega^2},
\qquad
\Delta\overset{?}{=}2\hbar\omega\sqrt{\frac{2S}{3\pi\hbar}}\;e^{-S/\hbar}.$$

The dimensions are right, and so are the exponent and the power of $S$. The number is not. For $S=12\hbar$ the square root is $\sqrt{8/\pi}=1.596$ and $e^{-12}=6.144\times10^{-6}$, so the formula gives $1.96\times10^{-5}\,\hbar\omega$. Diagonalisation gives $5.37\times10^{-5}\,\hbar\omega$, larger by a factor of 2.7.

## Where it fails

The fault is the cancellation of the continua. A well without reflection still shifts the phase of a wave that crosses it. In a long box of length $L$ this moves each allowed wavenumber by an amount of order $1/L$. The number of modes in a given range of wavenumbers is of order $L$, so the total effect on the logarithm of the determinant stays finite as $L\to\infty$. Two continua can cover the same range of eigenvalues and still have different densities of states.

In particular, the two modes missing from the continuum of $M$ are not taken from its lower edge. Their weight is spread over all wavenumbers, as the phase shift will show.

## Solution

### The kink and its action

Consider the imaginary-time amplitudes

$$G_\pm(T)=\langle\pm a|e^{-HT/\hbar}|a\rangle .$$

The ground state $\psi_0$ is even and the first excited state $\psi_1$ is odd. When $T$ is long enough for higher states to have decayed,

$$G_\pm=\psi_0(a)^2e^{-E_0T/\hbar}\pm\psi_1(a)^2e^{-E_1T/\hbar}. \qquad (2)$$

The same amplitudes are path integrals with weight $e^{-S_E/\hbar}$, where

$$S_E=\int\left(\frac m2\dot x^2+V\right)d\tau .$$

A stationary path obeys $m\ddot x=V'(x)$, which is motion in the inverted potential $-V$. It conserves $\frac m2\dot x^2-V$. A path that leaves one minimum and settles at the other over a very long time has zero for this constant, so for a path going upward

$$\dot x=\sqrt{\frac{2V}{m}}=\frac{\omega}{2a}(a^2-x^2).$$

Insert $x=a\tanh u$. The left side is $a\,\dot u\,\mathrm{sech}^2u$ and the right side is $\frac{\omega a}{2}\mathrm{sech}^2u$, so $\dot u=\omega/2$ and

$$x_c(\tau)=a\tanh\frac{\omega(\tau-\tau_0)}{2}.$$

The path changes on the time scale $2/\omega$: it goes from 10% to 90% of the distance in $4\,\mathrm{artanh}(0.8)/\omega=4.4/\omega$. Its centre $\tau_0$ is free. Since $V=\frac m2\dot x_c^2$ on this path, the action is

$$\int m\dot x_c^2\,d\tau=\int_{-a}^{a}m\dot x_c\,dx=\frac{m\omega}{2a}\int_{-a}^{a}(a^2-x^2)\,dx=\frac{m\omega}{2a}\cdot\frac{4a^3}{3}=\frac23m\omega a^2 .$$

Because $m\dot x_c=\sqrt{2mV}$, this is the $S$ of the problem. It belongs to one crossing, not to a return trip.

### Fluctuations and the free centre

Write $x=x_c+\eta$, with $\eta=0$ at the ends. The term linear in $\eta$ vanishes because $x_c$ is stationary. To second order,

$$S_E=S+\frac m2\int\eta M\eta\,d\tau,\qquad M=-\frac{d^2}{d\tau^2}+\frac{V''(x_c)}{m}.$$

Differentiating the potential twice and using $x_c^2=a^2(1-\mathrm{sech}^2)$ gives

$$\frac{V''(x_c)}{m}=\frac{\omega^2}{2a^2}(3x_c^2-a^2)=\omega^2\left(1-\frac32\mathrm{sech}^2\frac{\omega(\tau-\tau_0)}2\right),$$

which is the operator $M$ quoted above.

Expand $\eta=\sum_nc_nx_n$ in eigenfunctions of $M$ normalised by $\int x_n^2d\tau=1$. Take the measure as $\mathcal N\prod_n\sqrt{m/2\pi\hbar}\,dc_n$. The constant $\mathcal N$ is the same for fluctuations about a minimum, because the two sets of eigenfunctions are related by an orthogonal transformation. A mode with eigenvalue $\lambda>0$ contributes

$$\sqrt{\frac{m}{2\pi\hbar}}\int_{-\infty}^{\infty}e^{-m\lambda c^2/2\hbar}\,dc=\lambda^{-1/2}.$$

One mode has $\lambda=0$. Differentiating $m\ddot x_c=V'(x_c)$ with respect to $\tau$ gives $M\dot x_c=0$. Physically, moving the centre of the kink costs no action when the ends are far away. The Gaussian integral over this mode would diverge, and it is replaced by an integral over $\tau_0$. From the action above, $\int\dot x_c^2d\tau=S/m$, so the normalised zero mode is $x_0=\dot x_c/\sqrt{S/m}$. A shift $d\tau_0$ changes the path by $\dot x_c\,d\tau_0$ in magnitude, and hence

$$dc_0=\sqrt{\frac Sm}\,d\tau_0,\qquad \sqrt{\frac{m}{2\pi\hbar}}\,dc_0=\sqrt{\frac{S}{2\pi\hbar}}\,d\tau_0 .$$

The dependence of this Jacobian on the other fluctuations is neglected at leading order.

Without a kink the amplitude is $G_0=\mathcal N(\det M_0)^{-1/2}$. This is the long-time amplitude of a harmonic oscillator at its minimum, $G_0=\sqrt{m\omega/\pi\hbar}\;e^{-\omega T/2}$. With one kink it is

$$\mathcal N\,e^{-S/\hbar}\sqrt{\frac{S}{2\pi\hbar}}\,(\det{}'M)^{-1/2}\int_0^Td\tau_0=G_0\,KT\,e^{-S/\hbar},$$

with $K$ as in equation (1). This holds up to a fixed shift of $T$. For $S=12\hbar$ and $\omega T$ between 10 and 100, the exact ratio $G_-/G_+$ follows $(\Delta/2\hbar)(T-5/\omega)$. The shift leaves the slope unchanged and is negligible for $\omega T\gg5$.

### The spectrum of the Pöschl–Teller operator

Put $z=\omega(\tau-\tau_0)/2$. Then

$$M=\frac{\omega^2}{4}\left(-\frac{d^2}{dz^2}+4-6\,\mathrm{sech}^2z\right),\qquad M_0=\frac{\omega^2}{4}\left(-\frac{d^2}{dz^2}+4\right).$$

It is useful to replace the 4 by $k^2$ with $k>2$. This amounts to adding a constant $\mu$ to both operators, with $k^2=4(1+\mu/\omega^2)$.

With $t=\tanh z$, the waves of $-d^2/dz^2-6\,\mathrm{sech}^2z$ at energy $q^2$ are

$$f_q=e^{iqz}P,\qquad P=3t^2-3iqt-1-q^2 .$$

To check this, note that $dt/dz=1-t^2\equiv s$, so the wave equation requires $P''+2iqP'+6sP=0$. The three terms are

$$P''=s(-18t^2+6iqt+6),\quad 2iqP'=s(12iqt+6q^2),\quad 6sP=s(18t^2-18iqt-6-6q^2),$$

and their sum is zero.

**Bound states.** Setting $iq=-\kappa$ with $\kappa>0$ gives the solution that decays on the right, $e^{-\kappa z}(3t^2+3\kappa t+\kappa^2-1)$. On the far left the bracket tends to $\kappa^2-3\kappa+2=(\kappa-1)(\kappa-2)$, while $e^{-\kappa z}$ grows. The solution is therefore bound only for $\kappa=1$ or $\kappa=2$. The corresponding eigenvalues of $-d^2/dz^2+k^2-6\,\mathrm{sech}^2z$ are $k^2-1$ and $k^2-4$. At $k=2$, multiplied by $\omega^2/4$, they are $\tfrac34\omega^2$ and $0$, as stated earlier.

**Continuum.** Reversing $z$ turns $f_q$ into its complex conjugate, so its real part is even and its imaginary part is odd. On the far right $P\to2-3iq-q^2=(1-iq)(2-iq)$. The real solutions there are proportional to $\cos(qz+\delta/2)$ and $\sin(qz+\delta/2)$, with

$$\delta(q)=-2\arctan q-2\arctan\frac q2 .$$

Fluctuations vanish at the ends $z=\pm L/2$, where $L=\omega T/2$. The even solutions require $(qL+\delta)/2$ to be an odd multiple of $\pi/2$, and the odd solutions an even multiple. Together,

$$q_nL+\delta(q_n)=n\pi,\qquad n=1,2,\dots$$

For $M_0$ the condition is $q_n^0L=n\pi$. These phase shifts are what the tempting solution left out.

### The ratio of determinants

Both determinants must contain the same number $N$ of modes. For $M$ these are two bound modes and $N-2$ continuum modes. Let $D(k)$ be the ratio of determinants of the shifted operators. The common factors $\omega^2/4$ cancel, and with $\Lambda=N\pi/L$,

$$\ln D=\ln\left[(k^2-1)(k^2-4)\right]+\sum_{n=1}^{N-2}\ln\frac{q_n^2+k^2}{(q_n^0)^2+k^2}-2\ln(\Lambda^2+k^2).$$

The last term comes from the two highest modes of $M_0$, which have no partner in the sum. For large $L$ each wavenumber is shifted by $q_n-q_n^0=-\delta/L$, and the spacing of wavenumbers is $\pi/L$. The sum becomes an integral, which is then integrated by parts using $\delta(0)=0$:

$$-\frac1\pi\int_0^\Lambda\delta\,\frac{d}{dq}\ln(q^2+k^2)\,dq=-\frac{\delta(\Lambda)}{\pi}\ln(\Lambda^2+k^2)+\frac1\pi\int_0^\Lambda\delta'\ln(q^2+k^2)\,dq .$$

As $\Lambda\to\infty$, $\delta(\Lambda)=-2\pi+O(1/\Lambda)$. The boundary term therefore tends to $+2\ln(\Lambda^2+k^2)$ and cancels the contribution of the unpaired modes. In the remaining integral

$$\delta'(q)=-\sum_{b=1,2}\frac{2b}{q^2+b^2}.$$

The integral needed is

$$I(k)=\int_0^\infty\frac{\ln(q^2+k^2)}{q^2+b^2}\,dq,\qquad \frac{dI}{dk}=\int_0^\infty\frac{2k\,dq}{(q^2+k^2)(q^2+b^2)}=\frac{\pi}{b(k+b)} .$$

For $k\to\infty$, $I$ approaches $2\ln k\cdot\pi/(2b)$, which fixes the constant of integration at zero. Thus $I=(\pi/b)\ln(k+b)$, and the continuum contributes $-2\ln(k+1)-2\ln(k+2)$ to $\ln D$:

$$D(k)=\frac{(k^2-1)(k^2-4)}{(k+1)^2(k+2)^2}=\frac{(k-1)(k-2)}{(k+1)(k+2)} .$$

To return to the kink, omit the factor $k^2-4$, which belongs to the zero mode, and set $k=2$. Since $\det{}'M$ has one eigenvalue fewer than $\det M_0$, one factor $\omega^2/4$ is left in the denominator:

$$\frac{\det{}'M}{\det M_0}=\frac{4}{\omega^2}\cdot\frac{3}{3^2\cdot4^2}=\frac{1}{12\,\omega^2}. \qquad (3)$$

The tempting solution had $3/(4\omega^2)$, nine times as much. The origin of the nine is now visible. The density of missing modes is $-\delta'/\pi$, a sum of two Lorentzians of widths 1 and 2 in $q$, each containing one mode. Averaging $\ln(q^2+4)$ over them gives $\ln 9$ and $\ln 16$. The missing modes thus contribute $9\cdot16=144$ to the determinant of $M_0$, whereas placing both at the edge $q=0$ gives $4\cdot4=16$.

Equation (3) can be tested by discretising both operators on a time grid and multiplying their eigenvalues. The result is $0.08334/\omega^2$, compared with $1/12=0.08333$. From equations (1) and (3),

$$K=\sqrt{\frac{S}{2\pi\hbar}}\,\sqrt{12}\,\omega=\omega\sqrt{\frac{6S}{\pi\hbar}} .$$

### The dilute gas

For long $T$ a path may cross the barrier many times. After a kink the particle is at $+a$, and the next crossing must be an antikink, which has the same action and determinant. The order of the crossings leaves no choice of type, so each set of $n$ times is counted once.

If the crossings are far apart, their actions add. Between them the particle spends a time much longer than $1/\omega$ near a minimum, where the amplitude is reduced to that of the oscillator ground state. The fluctuation factors of the separate crossings therefore multiply. For a separated kink–antikink pair the discretised determinant ratio, with the two lowest modes removed, is $0.006947/\omega^4$, against $(1/12)^2=0.006944$.

The ordered centres $0<\tau_1<\dots<\tau_n<T$ fill a volume $T^n/n!$. An even number of crossings returns to the starting well, and an odd number ends in the other. With $y=KTe^{-S/\hbar}$,

$$G_+=G_0\sum_{n\ \mathrm{even}}\frac{y^n}{n!}=G_0\cosh y,\qquad G_-=G_0\sum_{n\ \mathrm{odd}}\frac{y^n}{n!}=G_0\sinh y,$$

or $G_\pm=\frac12G_0(e^y\pm e^{-y})$. Comparison with equation (2), using $G_0\propto e^{-\omega T/2}$, gives

$$E_{0,1}=\frac{\hbar\omega}{2}\mp\hbar Ke^{-S/\hbar},$$

and therefore

$$\boxed{\Delta\simeq2\hbar\omega\sqrt{\frac{6S}{\pi\hbar}}\;e^{-S/\hbar}\qquad(S/\hbar\to\infty)}$$

The mean level $\hbar\omega/2$ is itself approximate, because each well is anharmonic. For $S=12\hbar$ the true mean lies $0.0149\,\hbar\omega$ lower, a shift 278 times the splitting. This does not spoil the result. Anharmonic fluctuations within a well are the same on both sides, so they multiply $G_+$ and $G_-$ by a common exponential, which drops out of $G_-/G_+=\tanh y$. The splitting can be read from that ratio.

## Comparison with diagonalisation

Take $\hbar=m=\omega=1$ and $S=12$. Then $a^2=\frac32S=18$ and the barrier height is $18/8=2.25$. The formula gives

$$K=\sqrt{\frac{72}{\pi}}=4.787,\qquad Ke^{-S}=4.787\times6.144\times10^{-6}=2.941\times10^{-5},$$

and $\Delta=2Ke^{-S}=5.88\times10^{-5}\,\hbar\omega$. Diagonalisation in an oscillator basis gives $5.37\times10^{-5}\,\hbar\omega$, and an independent grid calculation agrees with it. The instanton value is 10% too large relative to the exact one. The gas is dilute: crossings are on average $1/(2.941\times10^{-5})=3.4\times10^4$ time units apart, while each lasts about 4.

Other barriers show how the error behaves:

| $S/\hbar$ | Barrier $/\hbar\omega$ | Exact $\Delta/\hbar\omega$ | Exact / formula |
|---:|---:|---:|---:|
| 2 | 0.375 | $2.61\times10^{-1}$ | 0.494 |
| 4 | 0.750 | $6.91\times10^{-2}$ | 0.682 |
| 8 | 1.500 | $2.26\times10^{-3}$ | 0.863 |
| 12 | 2.250 | $5.37\times10^{-5}$ | 0.913 |
| 20 | 3.750 | $2.42\times10^{-8}$ | 0.949 |

The last column approaches 1. The tempting formula is smaller than the correct one by $\sqrt9=3$, so the exact splitting divided by it is $3\times0.949=2.85$ at $S=20\hbar$ and tends to 3. A higher barrier does not cure that error.

The remaining deviation has a definite order. Measured in units of $a$ and $1/\omega$, the action is $m\omega a^2$ times a dimensionless functional of the path. The expansion parameter is thus $\hbar/(m\omega a^2)=2\hbar/(3S)$. Cubic terms in the fluctuations average to zero at first order, so the first correction to $K$ is of relative order $\hbar/S$. In the computed values, the relative deviation from the formula multiplied by $S/\hbar$ falls slowly from 1.09 at $S=8\hbar$ to 1.02 at $S=20\hbar$. At larger actions it keeps falling, to 1.002 at $S=40\hbar$ and 0.994 at $S=80\hbar$. Extrapolation in $\hbar/S$ from these two values suggests a limit near 0.986, a numerical estimate and not a derived coefficient.

At $S=2\hbar$ the formula gives twice the exact splitting. There the ground level, $0.313\,\hbar\omega$, is just below the barrier top at $0.375\,\hbar\omega$, and the first excited level, $0.575\,\hbar\omega$, is above it. The picture of rare crossings between two localised states no longer applies.

The sum over many crossings can also be compared with the exact amplitudes through $G_-/G_+$. This comparison is not independent of the splitting: by equation (2), when $\psi_0(a)^2\approx\psi_1(a)^2$ the exact ratio is $\tanh(\Delta T/2\hbar)$, the same form that the gas produces. For $S=12\hbar$ and a time chosen so that $y=1$, the exact ratio is 0.722 and the gas gives $\tanh1=0.762$. A single kink over no kink would give 1. The difference between 0.722 and 0.762 comes from the error in $K$: at $y=1$ the exact argument $\Delta T/2\hbar$ equals the ratio of exact to formula splitting, 0.9127 (0.913 in the table), and $\tanh0.9127=0.722$.

## Computed results

```
Units: hbar = m = omega = 1
Example action S = 12.0 hbar; by quadrature 12.000000 hbar
Well position a = 4.24264 sqrt(hbar/(m omega)); a^2 = 18.00
Barrier height = 2.2500 hbar omega
Zero-mode norm, integral of xdot^2 = 12.000000 hbar/m
Lowest fluctuation eigenvalues = -0.00000, 0.74999 omega^2
mu = 0.5 omega^2: determinant ratio 0.042455, formula 0.042449
mu = 2.0 omega^2: determinant ratio 0.147938, formula 0.147903
One kink, det'/det0 = 0.083342 omega^-2; 1/12 = 0.083333
Separated pair, det''/det0 = 0.0069468 omega^-4; 1/144 = 0.0069444
Example prefactor K = 4.78731 omega
Example exp(-S/hbar) = 6.14421e-06 (dimensionless)
Example kink density K exp(-S/hbar) = 2.94142e-05 omega
Example levels E0 = 0.48506543, E1 = 0.48511912 hbar omega
Example instanton splitting = 5.88285e-05 hbar omega
Example exact splitting = 5.36918e-05 hbar omega
Sinc-grid splitting = 5.36918e-05 hbar omega
Mean level minus 1/2 = -0.014908 hbar omega
|Mean shift| / exact splitting = 277.7
Table: S/hbar; barrier, E0, exact and instanton splitting in hbar omega; exact/instanton
  2  0.3750  0.313389 2.61170e-01 5.29001e-01 0.49370
  4  0.7500  0.413783 6.90845e-02 1.01247e-01 0.68234
  8  1.5000  0.475481 2.26422e-03 2.62253e-03 0.86337
 12  2.2500  0.485065 5.36918e-05 5.88285e-05 0.91268
 16  3.0000  0.489035 1.16409e-06 1.24417e-06 0.93564
 20  3.7500  0.491325 2.41781e-08 2.54775e-08 0.94900
Scaled error (S/hbar)(1 - exact/instanton), dimensionless:
S =  8 hbar: 1.0930
S = 12 hbar: 1.0478
S = 16 hbar: 1.0298
S = 20 hbar: 1.0200
Extrapolated from S = 16 and 20 hbar: 0.981
Amplitude ratio <-a|exp(-HT/hbar)|a>/<a|exp(-HT/hbar)|a> at S = 12 hbar:
K T exp(-S/hbar) = 0.5, T = 1.6999e+04/omega: exact 0.4270, tanh 0.4621
K T exp(-S/hbar) = 1.0, T = 3.3997e+04/omega: exact 0.7224, tanh 0.7616
K T exp(-S/hbar) = 2.0, T = 6.7994e+04/omega: exact 0.9494, tanh 0.9640
```
